**Kane transport mass and constant-τ mobility of n-type InSb**

For a filled Fermi sphere in the two-band Kane band, the mobility is $\mu=e\tau/m_t$ with $m_t=m_0(1+2E_F/E_g)$. Here $m_0$ is the band-edge mass, $E_g$ the gap, $E_F$ the Fermi energy above the band edge and $\tau$ a constant relaxation time. The program diagonalizes a four-component Hamiltonian and asserts that a displaced Fermi sphere and an average of inverse masses over occupied states both reproduce $m_t$. It also asserts the Fermi energy, the longitudinal curvature mass, the density of states, the quadratic onset of thermal smearing and the two-band limit of a three-level model. With rough InSb values near 77 K and $n=10^{18}\ \mathrm{cm^{-3}}$, the output gives $m_t=0.033\,m_e$ and a mobility ratio of 0.43 relative to the band-edge mass. The ratio becomes 0.46 in the three-level model and 0.18 if the scattering rate follows the density of states at a fixed matrix element.

## Verification by program

```python
"""
Result under test: for the two-band Kane conduction band
    E (1 + E/Eg) = hbar^2 k^2 / (2 m0)
a filled Fermi sphere with constant relaxation time tau has mobility
    mu = e tau / m_t,   m_t = hbar kF / vF = m0 (1 + 2 EF/Eg),
so mu/mu0 = m0/m_t relative to a parabolic band of mass m0 and equal tau.
Symbols: E energy above the band edge, Eg gap, m0 band-edge mass,
kF Fermi wave vector, vF Fermi velocity, P interband coupling (eV nm).
Internal units: eV, nm, and masses in units of the free-electron mass.
Material inputs are rough typical values for n-type InSb.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq

# hbar^2 / (2 m_e) in eV nm^2, Boltzmann constant in eV/K
C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
KB = const.k / const.e

# Inputs
gap = 0.23
edge_mass = 0.014
density_cm3 = 1e18
tau = 0.5e-12
temperature = 77.0
split_off = 0.8
gap_300 = 0.17
gap_narrowing = 0.02

density = density_cm3 * 1e-21
coupling = np.sqrt(C * gap / edge_mass)

# Derived formulas
kF = (3 * np.pi**2 * density) ** (1 / 3)
root = np.sqrt(1 + 4 * C * kF**2 / (edge_mass * gap))
fermi_energy = gap / 2 * (root - 1)
transport_mass = edge_mass * (1 + 2 * fermi_energy / gap)
ratio = edge_mass / transport_mass
curvature_mass = transport_mass**3 / edge_mass**2
parabolic_energy = C * kF**2 / edge_mass

# Four-component two-band Hamiltonian for a vector k
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron([[0, 1], [1, 0]], s) for s in pauli])
beta = np.diag([1, 1, -1, -1])


def band_energy(k_vectors):
    """Upper eigenvalue measured from the conduction-band edge."""
    h = coupling * np.einsum("...i,iab->...ab", k_vectors, alpha)
    return np.linalg.eigvalsh(h + gap / 2 * beta)[..., -1] - gap / 2


def energy_z(k):
    k = np.asarray(k, dtype=float)
    return band_energy(np.stack([0 * k, 0 * k, k], axis=-1))


# Diagonalized Fermi energy, in several directions (isotropy)
rng = np.random.default_rng(1)
directions = rng.normal(size=(20, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
assert np.allclose(band_energy(kF * directions), fermi_energy, rtol=1e-10)

# Band-edge mass of the diagonalized band
small_k = 1e-3
assert abs(C * small_k**2 / float(energy_z(small_k)) / edge_mass - 1) < 1e-3

# Mean velocity of a slightly displaced Fermi sphere gives the mobility mass
nodes, weights = np.polynomial.legendre.leggauss(40)
radius = kF * (nodes + 1) / 2
r, cosine = np.meshgrid(radius, nodes, indexing="ij")
volume_weight = np.outer(weights * radius**2, weights)
shift = 0.003 * kF
step = 3e-4
points = np.stack([r * np.sqrt(1 - cosine**2), 0 * r, r * cosine + shift], -1)
dz = np.array([0, 0, step])
slope = (band_energy(points + dz) - band_energy(points - dz)) / (2 * step)
mean_slope = np.sum(volume_weight * slope) / np.sum(volume_weight)
drift_mass = 2 * C * shift / mean_slope
assert abs(drift_mass / transport_mass - 1) < 1e-4

# Average inverse mass tensor over all occupied states
h = 1e-3
up, mid, down = energy_z(radius + h), energy_z(radius), energy_z(radius - h)
first = (up - down) / (2 * h)
second = (up - 2 * mid + down) / h**2
inverse_mass = (second + 2 * first / radius) / (3 * 2 * C)
shell = weights * radius**2
average_mass = np.sum(shell) / np.sum(shell * inverse_mass)
assert abs(average_mass / transport_mass - 1) < 1e-3

# Longitudinal curvature at the Fermi level is a different mass
eF_up, eF_mid, eF_down = energy_z([kF + h, kF, kF - h])
numeric_curvature_mass = 2 * C * h**2 / (eF_up - 2 * eF_mid + eF_down)
assert abs(numeric_curvature_mass / curvature_mass - 1) < 1e-3
assert curvature_mass > 2 * transport_mass

# Density of states by counting states between two nearby energies
dE = 1e-4


def states_below(energy):
    k = brentq(lambda q: float(energy_z(q)) - energy, 0, 3 * kF, xtol=1e-14)
    return k**3 / (3 * np.pi**2)


dos = (states_below(fermi_energy + dE) - states_below(fermi_energy - dE)) / (2 * dE)
parabolic_dos = kF * edge_mass / (2 * np.pi**2 * C)
dos_ratio = dos / parabolic_dos
assert abs(dos_ratio * ratio - 1) < 1e-4
ratio_dos_scattering = ratio / dos_ratio


# Thermal Boltzmann average at fixed electron density
def thermal_ratio(eg, m0, temp):
    kt = KB * temp

    def moments(mu):
        e = np.linspace(max(0.0, mu - 40 * kt), max(mu, 0.0) + 40 * kt, 8001)
        window = 1 / (4 * kt * np.cosh((e - mu) / (2 * kt)) ** 2)
        k = np.sqrt(m0 * e * (1 + e / eg) / C)
        filled = k**3 / (3 * np.pi**2) * window
        return trapezoid(filled, e), trapezoid(filled / (1 + 2 * e / eg), e)

    mu = brentq(lambda x: moments(x)[0] / density - 1, 0.0, 1.0, xtol=1e-14)
    number, current = moments(mu)
    return current / number


# Smearing must vanish as the square of the temperature
change_20 = thermal_ratio(gap, edge_mass, 20.0) - ratio
change_40 = thermal_ratio(gap, edge_mass, 40.0) - ratio
assert abs(change_40 / change_20 - 4) < 0.1
ratio_77 = thermal_ratio(gap, edge_mass, temperature)
ratio_300_same_mass = thermal_ratio(gap_300, edge_mass, 300.0)
edge_mass_300 = edge_mass * gap_300 / gap
ratio_300_same_P = thermal_ratio(gap_300, edge_mass_300, 300.0)


# Three-level Kane matrix: split-off band and free-electron term
def three_level_mass(k, delta, free_term):
    strength = C * (1 / edge_mass - free_term)
    p = np.sqrt(strength / (2 / (3 * gap) + 1 / (3 * (gap + delta))))

    def energy(q):
        a, b = np.sqrt(2 / 3) * p * q, np.sqrt(1 / 3) * p * q
        matrix = np.array([[gap, a, b], [a, 0, 0], [b, 0, -delta]])
        return np.linalg.eigvalsh(matrix)[-1] + free_term * C * q**2

    d = 1e-4
    return 2 * C * k / ((energy(k + d) - energy(k - d)) / (2 * d))


assert abs(three_level_mass(1e-3, split_off, 1.0) / edge_mass - 1) < 1e-3
assert abs(three_level_mass(kF, 1e4, 0.0) / transport_mass - 1) < 1e-3
mass_three = three_level_mass(kF, split_off, 1.0)

# Smaller gap at fixed interband coupling
narrow_gap = gap - gap_narrowing
narrow_edge_mass = edge_mass * narrow_gap / gap
narrow_mass = np.sqrt(narrow_edge_mass**2 + (C * kF / coupling) ** 2 * 4)
narrow_energy = -narrow_gap / 2 + np.sqrt(narrow_gap**2 / 4 + (coupling * kF) ** 2)
assert abs(narrow_edge_mass * (1 + 2 * narrow_energy / narrow_gap) / narrow_mass - 1) < 1e-10

# Mobilities in cm^2/Vs
mobility_edge = const.e * tau / (edge_mass * const.m_e) * 1e4
mobility_kane = const.e * tau / (transport_mass * const.m_e) * 1e4
broadening = const.hbar / tau / const.e

print("INPUTS (rough typical values for n-type InSb; tau is a round choice)")
print(f"gap Eg = {gap:.2f} eV")
print(f"band-edge mass m0 = {edge_mass:.3f} m_e")
print(f"electron density n = {density_cm3:.1e} cm^-3")
print(f"relaxation time tau = {tau*1e12:.1f} ps")
print(f"temperature of use = {temperature:.0f} K")
print("MAIN RESULT")
print(f"hbar^2/(2 m_e) = {C:.6f} eV nm^2")
print(f"interband coupling P = {coupling:.4f} eV nm")
print(f"Fermi wave vector kF = {kF:.4f} nm^-1")
print(f"parabolic Fermi energy hbar^2 kF^2/(2 m0) = {parabolic_energy:.4f} eV")
print(f"square root 1 + 2 EF/Eg = {root:.4f}")
print(f"Kane Fermi energy EF = {fermi_energy:.4f} eV")
print(f"transport mass m_t = {transport_mass:.5f} m_e")
print(f"transport mass m_t = {transport_mass*const.m_e:.3e} kg")
print(f"mobility ratio mu/mu0 = {ratio:.4f}")
print(f"mobility reduction = {100*(1-ratio):.1f} percent")
print(f"mobility with band-edge mass = {mobility_edge:.0f} cm^2/Vs")
print(f"mobility with transport mass = {mobility_kane:.0f} cm^2/Vs")
print("CHECKS FROM THE DIAGONALIZED BAND")
print(f"mass from displaced Fermi sphere = {drift_mass:.5f} m_e")
print(f"mass from occupied-state average = {average_mass:.5f} m_e")
print(f"longitudinal curvature mass at EF = {numeric_curvature_mass:.4f} m_e")
print(f"density of states over parabolic, same kF = {dos_ratio:.4f}")
print("NEGLECTED EFFECTS")
print(f"mu/mu0 if 1/tau follows density of states = {ratio_dos_scattering:.4f}")
print(f"split-off energy used (rough) = {split_off:.1f} eV")
print(f"three-level Kane transport mass = {mass_three:.5f} m_e")
print(f"its change from two-band mass = {100*(mass_three/transport_mass-1):.1f} percent")
print(f"three-level mu/mu0 = {edge_mass/mass_three:.4f}")
print(f"mu/mu0 with smearing at 77 K = {ratio_77:.4f}")
print(f"gap used at 300 K (rough) = {gap_300:.2f} eV")
print(f"mu/mu0 at 300 K, m0 held = {ratio_300_same_mass:.4f}")
print(f"band-edge mass at 300 K, P held = {edge_mass_300:.5f} m_e")
print(f"mu/mu0 at 300 K, P held = {ratio_300_same_P:.4f}")
print(f"trial gap narrowing = {gap_narrowing:.2f} eV")
print(f"m_t with narrowed gap, P held = {narrow_mass:.5f} m_e")
print(f"mu/mu0 with narrowed gap, P held = {narrow_edge_mass/narrow_mass:.4f}")
print(f"collision broadening hbar/tau = {broadening:.5f} eV")
print(f"broadening over Fermi energy = {broadening/fermi_energy:.4f}")
print(f"thermal energy kT at 77 K = {KB*temperature:.5f} eV")
print("finished without a failed check")
```

Running it gives:

```
INPUTS (rough typical values for n-type InSb; tau is a round choice)
gap Eg = 0.23 eV
band-edge mass m0 = 0.014 m_e
electron density n = 1.0e+18 cm^-3
relaxation time tau = 0.5 ps
temperature of use = 77 K
MAIN RESULT
hbar^2/(2 m_e) = 0.038100 eV nm^2
interband coupling P = 0.7912 eV nm
Fermi wave vector kF = 0.3094 nm^-1
parabolic Fermi energy hbar^2 kF^2/(2 m0) = 0.2605 eV
square root 1 + 2 EF/Eg = 2.3515
Kane Fermi energy EF = 0.1554 eV
transport mass m_t = 0.03292 m_e
transport mass m_t = 2.999e-32 kg
mobility ratio mu/mu0 = 0.4253
mobility reduction = 57.5 percent
mobility with band-edge mass = 62815 cm^2/Vs
mobility with transport mass = 26712 cm^2/Vs
CHECKS FROM THE DIAGONALIZED BAND
mass from displaced Fermi sphere = 0.03292 m_e
mass from occupied-state average = 0.03292 m_e
longitudinal curvature mass at EF = 0.1820 m_e
density of states over parabolic, same kF = 2.3515
NEGLECTED EFFECTS
mu/mu0 if 1/tau follows density of states = 0.1808
split-off energy used (rough) = 0.8 eV
three-level Kane transport mass = 0.03047 m_e
its change from two-band mass = -7.4 percent
three-level mu/mu0 = 0.4595
mu/mu0 with smearing at 77 K = 0.4239
gap used at 300 K (rough) = 0.17 eV
mu/mu0 at 300 K, m0 held = 0.3534
band-edge mass at 300 K, P held = 0.01035 m_e
mu/mu0 at 300 K, P held = 0.3146
trial gap narrowing = 0.02 eV
m_t with narrowed gap, P held = 0.03242 m_e
mu/mu0 with narrowed gap, P held = 0.3942
collision broadening hbar/tau = 0.00132 eV
broadening over Fermi energy = 0.0085
thermal energy kT at 77 K = 0.00664 eV
finished without a failed check
```
